Spectral representation and Kramers-Kronig relations of the constrained-RPA interaction

**Q:** A Hubbard model has one number U, yet constrained RPA gives a function U(ω). Before I accept any formula for it, what exactly is being calculated?

**A:** The interaction between electrons in a few chosen orbitals, the target space, after all the other electronic transitions have screened it. If v is the bare Coulomb interaction and P_r the density response of independent electrons without the transitions inside the target space, then

U(z) = v + v P_r(z) U(z).

Products imply integration over intermediate positions, and z is a complex frequency. I use Hartree atomic units, so ħ = 1. Transitions inside the target space are left out because the Hubbard model will treat them itself; including them here would count their screening twice.

I assume zero temperature, a closed shell, real orbitals and a positive energy for every retained transition.

**Q:** Then P_r must be written out. Where do its two energy denominators come from?

**A:** From first-order perturbation theory. Let t label a transition from occupied orbital i to empty orbital m, with Δ_t = ε_m − ε_i > 0 and ρ_t(r) = φ_i(r)φ_m(r). Apply the real potential f(r)[e^(−izt') + e^(iz*t')], where t' is time and Im z > 0, so that it vanishes in the remote past. With f_t = ∫ f ρ_t dr, the amplitude c of φ_m mixed into φ_i obeys

i dc/dt' = Δ_t c + f_t[e^(−izt') + e^(iz*t')],

c = f_t e^(−izt')/(z − Δ_t) − f_t e^(iz*t')/(z* + Δ_t).

The density of one electron changes by ρ_t(c + c*). Its part proportional to e^(−izt') takes the first term of c and the conjugate of the second. Mixing between occupied orbitals cancels in the total density. Two spins give a factor 2, hence

P_r(r,r';z) = 2 Σ_t ρ_t(r)ρ_t(r') [1/(z − Δ_t) − 1/(z + Δ_t)].

The bracket equals X_t = 2Δ_t/(z² − Δ_t²). Since the potential was switched on from the past, this is the retarded response, and its value at real frequency is the limit z = ω + iη, η → 0+.

**Q:** The poles of P_r are at Δ_t. But U contains P_r to every power. Why should U be a simple sum of poles?

**A:** Because, in a finite orbital basis, the Dyson equation is a finite linear problem in the space of transitions. Let a(r) = |φ(r)|² be the density of one target orbital, and let (a|t) be the bare Coulomb integral between a and ρ_t. Define

M_t = √2 (a|t), K_tt' = 2(t|t'), u_t = √2 (t|U|a).

Here U without indices will mean (a|U|a), and v will mean (a|v|a). Taking the Dyson equation first between a and a, then between √2ρ_t and a, gives

U = v + Σ_t M_t X_t u_t,

u_t = M_t + Σ_t' K_tt' X_t' u_t'.

With X as a diagonal matrix, the second line is (1 − KX)u = M. Since 1 − KX = (X⁻¹ − K)X, it follows that Xu = (X⁻¹ − K)⁻¹M, and

U = v + Mᵀ(X⁻¹ − K)⁻¹M.

Now let Δ be the diagonal matrix of transition energies. Then X⁻¹ = (2Δ)^(−½)(z² − Δ²)(2Δ)^(−½). Taking the same factors out of K,

X⁻¹ − K = (2Δ)^(−½)(z² − C)(2Δ)^(−½),

C = Δ² + 2Δ^½ K Δ^½.

The matrix C is real, symmetric and independent of z. Write C = ZΩ²Zᵀ, with orthogonal Z and diagonal Ω². Inverting the product gives

U(z) = v + Σ_s [Σ_t M_t(2Δ_t)^½ Z_ts]²/(z² − Ω_s²).

Naming the squared bracket 2Ω_sλ_s² gives

U(z) = v + Σ_s 2Ω_sλ_s²/(z² − Ω_s²),

λ_s = Σ_t M_t(Δ_t/Ω_s)^½ Z_ts.

The poles of P_r have been replaced by coupled modes of the screening electrons.

**Q:** You took a square root of Ω². What prevents it from being negative?

**A:** The repulsive sign of the Coulomb interaction. For any real vector c, cᵀKc is twice the integral (ρ_c|ρ_c) of the density ρ_c = Σ_t c_tρ_t with itself. In Fourier space this is an integral of |ρ_c(q)|² times 4π/q², so it cannot be negative. Therefore C is at least Δ², and no Ω_s lies below the smallest Δ_t. The λ_s are then real.

This uses the fact that P_r is a sum over a subset of transitions, each with positive weight. If target bands are entangled with others and P_r is formed by subtracting a separately constructed target response, some weights may be negative. Positivity then no longer follows from this argument.

**Q:** You have a sum. A spectral representation should be an integral over an absorption spectrum.

**A:** Split each term:

2Ω_s/(z² − Ω_s²) = 1/(z − Ω_s) − 1/(z + Ω_s).

At z = ω + iη the imaginary part of 1/(z − Ω_s) is −η/[(ω − Ω_s)² + η²], which tends to −πδ(ω − Ω_s). Thus

Im U(ω) = −π Σ_s λ_s²[δ(ω − Ω_s) − δ(ω + Ω_s)].

For ω > 0, define B(ω) = −Im U(ω)/π = Σ_s λ_s²δ(ω − Ω_s) ≥ 0. The sum over modes becomes

U(z) = v + ∫₀^∞ dω' B(ω') 2ω'/(z² − ω'²).

In an extended system the poles can merge into a continuous spectrum, in which B may still have sharp features, for example at band edges. If the spectrum then reaches down to zero frequency, the static value exists when B(ω)/ω is integrable there.

The sign B ≥ 0 belongs to diagonal elements. Between two different densities a and b the weight is a product λ_s^a λ_s^b, which may have either sign.

**Q:** Suppose there is one mode, at ω0. What is the static interaction?

**A:** Put B(ω) = λ²δ(ω − ω0) and z = 0:

U(0) = v + 2ω0λ²/(0 − ω0²) = v − 2λ²/ω0.

**Q:** The factor 2 could be an artefact of how you named λ. Can you get it from a Hamiltonian in which λ has an independent meaning?

**A:** Let n = n↑ + n↓ be the occupation of the orbital, and let one boson couple to it:

H = v n(n − 1)/2 + ω0 b†b + λn(b + b†).

The occupation is conserved, so n is a number here. Complete the square:

ω0(b† + λn/ω0)(b + λn/ω0) = ω0b†b + λn(b + b†) + λ²n²/ω0.

The left side is a shifted oscillator whose lowest energy is zero. The ground energy at occupation n is therefore

E(n) = v n(n − 1)/2 − λ²n²/ω0.

The interaction of two electrons is what remains after removing their separate energies:

E(2) + E(0) − 2E(1) = (v − 4λ²/ω0) + 0 + 2λ²/ω0 = v − 2λ²/ω0.

Each electron alone gains λ²/ω0 by displacing the oscillator. Two electrons displace it twice as far and gain four times as much. The excess over two separate gains is 2λ²/ω0. If the coupling were written with another normalization of the oscillator coordinate, the factor would change with it.

**Q:** That fixes the static value. Does this boson also reproduce the frequency dependence?

**A:** Yes. Let x = b + b† and let n(t') be a prescribed occupation. From i db/dt' = [b,H] = ω0b + λn and its conjugate,

dx/dt' = −iω0(b − b†),

d(b − b†)/dt' = −iω0x − 2iλn.

Differentiate the first equation and insert the second:

d²x/dt'² = −ω0²x − 2ω0λn.

For n proportional to e^(−izt') this gives x = 2ω0λn/(z² − ω0²). The electron feels the potential λx, so the boson-mediated interaction is

λx/n = 2λ²ω0/(z² − ω0²),

the one-mode form of U(z) − v.

**Q:** When may I then replace U(ω) by U(0)?

**A:** For the interaction itself, when the frequencies of the electrons in the model are small compared with ω0. For real ω away from the pole,

U(ω) = v − (2λ²/ω0)/(1 − ω²/ω0²) ≈ U(0) − 2λ²ω²/ω0³ for ω ≪ ω0.

Screening first grows with frequency, because the oscillator is driven towards resonance. Above ω0 the oscillator moves in antiphase to its low-frequency response, and U(ω) exceeds v. Far above ω0 it can no longer follow, and U returns to v.

This condition alone does not leave the rest of the model unchanged. At occupation n the oscillator ground state is the vacuum displaced by −λn/ω0. Two such states whose displacements differ by α = λ/ω0 have overlap exp(−α²/2), which is the vacuum component of a displaced vacuum. A hop changes n by one on two sites. If each site has its own boson, the hopping between oscillator ground states is multiplied by exp(−λ²/ω0²), however small the hopping is. For such hops the hopping can be left as it is only if λ ≪ ω0 as well. A virtual hop onto an occupied site costs U(0), so U(0) must also count among the frequencies that are small compared with ω0. If it is not small, the intermediate states with bosons excited contribute, and the reduced hopping underestimates the exchange between the sites.

**Q:** Could a strong coupling make U(0) negative?

**A:** In the boson model with free parameters, yes, if 2λ²/ω0 > v. In constrained RPA with one retained transition the parameters are not free. There C is a single number, so

ω0² = Δ² + 2ΔK, λ² = M²Δ/ω0,

2λ²/ω0 = 2M²Δ/(Δ² + 2ΔK) = 2M²/(Δ + 2K).

The Cauchy-Schwarz inequality for Coulomb integrals gives M² = 2(a|t)² ≤ 2v(t|t) = vK. The reduction is thus at most 2vK/(Δ + 2K), which is less than v, and U(0) stays positive.

**Q:** Now Kramers-Kronig. I distrust relations quoted without saying which function they apply to.

**A:** They apply to the retarded U with v subtracted. Fix η > 0 and set F(ω) = U(ω + iη) − v. All poles of U(z) lie on the real z axis, so F is analytic for real ω and throughout the upper half-plane. At large |z| the pole sum gives

U(z) − v → 2S₁/z², S₁ = Σ_s Ω_sλ_s².

Integrate F(ω')/(ω' − ω) along the real axis, passing above the point ω on a small semicircle, and close the path with a large upper arc of radius R. No singularity is enclosed, so the total is zero. On the large arc the integrand falls as 1/R³ while the length is πR, so that part vanishes. The small semicircle runs clockwise through half a turn and gives −iπF(ω). What remains is

P∫ dω' F(ω')/(ω' − ω) = iπF(ω),

where P denotes the principal value and the integral covers the whole real line. Divide by iπ and separate real and imaginary parts:

Re U(ω) − v = (1/π) P∫ dω' Im U(ω')/(ω' − ω),

Im U(ω) = −(1/π) P∫ dω' [Re U(ω') − v]/(ω' − ω).

Here every U is evaluated at its frequency plus iη.

**Q:** Do these agree with your pole sum, or are they a separate claim?

**A:** Insert the delta functions of Im U into the first relation, for ω not at a pole:

Re U(ω) − v = −Σ_s λ_s²[1/(Ω_s − ω) + 1/(Ω_s + ω)] = Σ_s 2Ω_sλ_s²/(ω² − Ω_s²).

The plus sign in the bracket arises because the negative-frequency delta function has the opposite weight and its denominator is −(Ω_s + ω). The result is the spectral form again. At ω = 0 with one mode it is −2λ²/ω0.

**Q:** Why not use U itself, or the time-ordered function?

**A:** The bare v is real and constant. It leaves no trace in Im U, so no integral over Im U can return it. In the contour argument, a constant would also keep the large arc from vanishing.

The time-ordered function has Ω_s² replaced by (Ω_s − iη)² at real ω. It depends on ω² alone, so its imaginary part is even. The integral of Im U(ω')/ω' at ω = 0 is then zero by symmetry, which would predict no static screening. Its poles at −Ω_s + iη lie in the upper half-plane, and the contour argument fails. For the retarded function, changing the sign of ω turns (ω + iη)² into its conjugate. Its imaginary part is therefore odd, and positive and negative frequencies add.

**Q:** Show me a real case where many modes compete.

**A:** Take NH3 with N–H bonds of 1.91 bohr and angles of 107°, LDA orbitals and the cc-pVDZ basis. The target space holds the highest occupied and the lowest empty orbital. One of 120 transitions is removed. For the highest occupied orbital, in hartree,

v = 0.6554, U(0) = 0.4835, v − U(0) = 0.1719.

So U falls from 17.83 eV to 13.16 eV. The mode with the largest λ² has Ω = 1.538 and λ² = 0.02772 hartree². It contributes

2λ²/Ω = 2 × 0.027722/1.53765 = 0.0361,

about 21% of the reduction. Many modes share the rest: counting this one, 28 have λ² above 10⁻⁶ hartree². That is every mode that symmetry lets couple to this orbital density, since the basis has 28 retained totally symmetric transitions; the count grows with the basis.

Restoring the removed transition gives the fully screened W(0) = 0.4812, just 0.0023 below U(0). For the static interaction of this orbital the removed transition hardly matters, although its energy of 0.238 is below all the retained ones. This is a statement about zero frequency: at a real frequency somewhat above that energy W has an extra pole, which U lacks.

These are values of this model. RPA omits vertex corrections, the orbitals come from LDA, and the small basis replaces the ionization continuum by discrete poles. In this basis the lowest empty orbital has a positive energy, 0.041, because the basis lacks diffuse functions; in aug-cc-pVDZ it lies at −0.025 and U(0) falls to 0.420. The values are not converged with the basis and serve only to illustrate the formulas.

**Q:** With that many modes, is the one-boson formula of any use?

**A:** It holds for a single retained transition. Keeping the one with the largest M²/Δ, the program finds Δ = 0.8939, K = 0.2358 and |M| = 0.2250, so

2M²/(Δ + 2K) = 0.1013/1.3654 = 0.0742.

The mode parameters ω0 = 1.1048 and λ = 0.2024 give the same reduction: 2 × 0.04097/1.1048 = 0.0742.

For the full set, one can choose an effective mode that keeps U(0) and the high-frequency coefficient S₁. With S₋₁ = Σ_s λ_s²/Ω_s, the conditions λ²/ω = S₋₁ and λ²ω = S₁ give

ω_eff = (S₁/S₋₁)^½ = (0.2183/0.08594)^½ = 1.594,

λ_eff = (S₁S₋₁)^¼ = 0.3701.

Its ground energies for n = 0, 1, 2 are 0, −0.0859 and 0.3116, so U(0) = 0.3116 + 2 × 0.0859 = 0.4834, which is 0.4835 before rounding. This agreement with the full U(0) was imposed by the choice of mode.

**Q:** Then what does the effective mode get wrong?

**A:** The frequencies in between. On the imaginary axis z = iξ, put y_s = 1/Ω_s² and p_s = Ω_sλ_s²/S₁, so the p_s sum to one:

U(iξ) = v − 2S₁ Σ_s p_s g(y_s), g(y) = y/(1 + ξ²y).

Since g″ = −2ξ²/(1 + ξ²y)³ ≤ 0, the average of g is at most g of the average. The average of y is S₋₁/S₁ = 1/ω_eff². The effective mode therefore never screens less than the full set on this axis. At ξ = 1 it gives 0.532 against 0.551. The error of 0.019 is 18% of the true reduction v − U(i) = 0.104. On the real axis it has one pole where the full function has many, so it cannot describe the structure there.

**Q:** And Kramers-Kronig for the molecule? If you feed in your own pole sum, agreement proves little.

**A:** The numerical check solves the Dyson equation directly at each frequency, without the pole sum, and integrates the result with η = 0.2. At ω = 0.503, the direct solution gives Re U − v = −0.1840 and Im U = −0.0555. At ω = 2.038 the values are +0.0826 and −0.1645; the positive real part shows U above v. At all five frequencies tested, both integrals reproduce the direct values within 10⁻⁶ hartree.

**Q:** At ω = 0 that calculation gives −0.1660, while you claimed −0.1719. Is the relation only approximate?

**A:** The relation holds at fixed η, but it then returns U(iη), not U(0). Subtracting the two pole sums,

U(iη) − U(0) = Σ_s 2Ω_sλ_s²[1/Ω_s² − 1/(Ω_s² + η²)] = Σ_s 2λ_s²η²/[Ω_s(Ω_s² + η²)].

This is positive and quadratic in η when η is small compared with the frequencies of the coupled modes. At η = 0.2 it is 0.0059, which accounts for the difference. At η = 0.02 and 0.01 it is 6.29 × 10⁻⁵ and 1.57 × 10⁻⁵: halving η divides the error by four. As η → 0 the integral gives the static reduction itself,

U(0) = v + (2/π)∫₀^∞ dω Im U(ω)/ω = v − 2∫₀^∞ dω B(ω)/ω.

Computed values

```
NH3, LDA orbitals, cc-pVDZ; energies in hartree unless stated
N-H bond = 1.91 bohr, H-N-H angle = 107.0 degrees
orbitals = 29, occupied = 5
transitions: all = 120, retained = 119
removed HOMO-LUMO transition energy = 0.23762
smallest retained transition energy = 0.31748
smallest mode energy = 0.33730
bare v      = 0.655362 hartree = 17.833 eV
cRPA U(0)   = 0.483488 hartree = 13.156 eV
full W(0)   = 0.481211 hartree = 13.094 eV
v - U(0)    = 0.171873 hartree = 4.677 eV
modes with lambda^2 > 1e-6 hartree^2: 28
strongest: Omega, lambda^2 (hartree^2), 2 lambda^2/Omega
  1.53765  0.027722  0.036058
  1.98093  0.023149  0.023372
  1.03602  0.014816  0.028602
  0.61191  0.009404  0.030735
  1.32295  0.008196  0.012390
contour residue, strongest mode = 0.027722 hartree^2
S1 = 0.218321 hartree^3, S-1 = 0.085937 hartree
S1 from Dyson tail at 2000i = 0.218320 hartree^3
single transition: occupied 5 to empty 12
  Delta = 0.893882, K = 0.235780, |M| = 0.225024
  omega0 = 1.104783, lambda = 0.202409
  U(0) - v = -0.074168, U(0) = 0.581194
effective mode: omega = 1.593891, lambda = 0.370099
  2 lambda^2/omega = 0.171873
  boson ground energies n=0,1,2: 0.000000, -0.085937, 0.311615
  E(2)+E(0)-2E(1) = 0.483488
imaginary axis: xi, U(i xi), one-mode U(i xi)
  0.0  0.483488  0.483488
  0.5  0.511766  0.498887
  1.0  0.551159  0.532033
  2.0  0.600201  0.588602
  5.0  0.641269  0.639507
Kramers-Kronig at eta = 0.20, 2000 quadrature points
omega, Re(U-v), its KK integral, Im U, its KK integral
  0.000000  -0.165986  -0.165986  0.000000  0.000000
  0.503079  -0.184037  -0.184037  -0.055532  -0.055532
  1.008710  -0.151440  -0.151440  -0.133691  -0.133691
  2.038158  0.082627  0.082627  -0.164496  -0.164496
  5.095254  0.018498  0.018498  -0.001827  -0.001827
U(i eta) - U(0) at eta = 0.20: 0.005888
same at eta = 0.02: 6.285e-05; at eta = 0.01: 1.572e-05
```
